\section*{Fitting a donor central-cell well and testing its excited s levels}

\section{What a ground-state fit leaves open}

A hydrogenic effective-mass model misses the central-cell shift of a donor ground state. Adding an adjustable well repairs that one energy by construction, whether or not the well has the right range. Two errors can follow. Scaling the ground-state shift as $1/n^3$ overestimates the $2s$ shift by about 21\% in the example below. Using a short well for an extended correction gives $2s$ errors of 41\% and 69\% of the true core shift in two other cases, although all the potentials have the same $1s$ energy.

The scheme below fits the well without an eigenvalue search, predicts the higher $s$ levels, and identifies the quantity that decides whether the prediction carries over to another core.

\section{Model and valley channels}

Take equal, isotropic valley masses $m^*$ and static dielectric constant $\varepsilon$. Lengths are in effective Bohr radii $a^*$ and energies in effective Rydbergs $\mathrm{Ry}^*$, so that $\hbar^2/2m^*=1$ and the Coulomb potential is $-2/r$. For an $s$ envelope $F$, put $u=rF$. With a square well of depth $V_0$ and radius $R$,
\begin{equation}
-u''-\frac2r u-V_0\,\theta(R-r)u=Eu,\qquad u(0)=0,\qquad E=-\frac1{\nu^2}.
\label{eq:radial}
\end{equation}
Without the well, $\nu=n$. The quantum defect is $\delta=n-\nu$.

For six valleys on three axes, let the core couple a valley to itself with strength $d$, to its opposite with $g$, and to each of the other four with $f$. The vector $(1,1,1,1,1,1)$ gives the sum of one row of this matrix. A vector $(a,a,b,b,c,c)$ with $a+b+c=0$ gives $(d+g)a+2f(b+c)=(d+g-2f)a$ in its first entry, and likewise in the others. An odd vector $(1,-1,0,0,0,0)$ gives $d-g$. Hence
\begin{equation}
V_{A_1}=d+g+4f,\qquad V_E=d+g-2f,\qquad V_{T_2}=d-g,
\end{equation}
with degeneracies 1, 2 and 3. The kinetic and Coulomb terms are the same in every valley, so these vectors separate the whole problem into copies of Eq.~\eqref{eq:radial}. Each channel needs its own depth. With anisotropic masses, opposite valleys still share one mass tensor, so a $T_2$ vector still gives a single-valley problem with depth $d-g$, though no longer a radial one. The $A_1$ and $E$ vectors join different axes and no longer reduce to single-valley problems, although the degeneracies 1, 2 and 3 of the $1s$ levels remain by symmetry. Anisotropy also mixes $s$ and $d$ envelopes.

\section{Fitting the depth}

Let the target satisfy $E_1<-1$. Outside $R$ the equation does not contain $V_0$, so one inward integration of the decaying solution fixes $L_{\rm out}=u'/u$ at $R$. The regular interior solution gives $L_{\rm in}(V_0)$, and the fit solves $L_{\rm in}=L_{\rm out}$.

To see how $L_{\rm in}$ moves, write $w=\partial u/\partial V_0$. Differentiating the interior equation gives
\begin{align}
u''&=-(E+V_0+2/r)u,\\
w''&=-(E+V_0+2/r)w-u,\\
(uw'-wu')'&=uw''-wu''=-u^2.
\end{align}
Both $u$ and $w$ vanish at the origin. Integrating to $R$ and dividing by $u(R)^2$ yields
\begin{equation}
\frac{\partial L_{\rm in}}{\partial V_0}
=\frac{uw'-wu'}{u^2}\bigg|_R
=-\frac{1}{u(R)^2}\int_0^R u^2\,dr<0.
\label{eq:slope}
\end{equation}
$E$ and $V_0$ enter the interior only as a sum, so $\partial L_{\rm in}/\partial E$ has the same value.

On the nodeless branch, $L_{\rm in}$ falls continuously to $-\infty$ as the first node reaches $R$. It starts above $L_{\rm out}$. Indeed, at $V_0=0$ both solutions obey the same Coulomb equation, and $u_{\rm in}u_{\rm out}'-u_{\rm in}'u_{\rm out}$ is independent of $r$. Below the Coulomb ground state neither solution has a node at $r>0$, since a node would imply a bound state at $E_1<-1$ on a part of the half-line. At large $r$ the regular solution grows and the other decays, so the constant is negative and $L_{\rm out}<L_{\rm in}(0)$. One crossing therefore exists on this branch, and it is unique.

The depth should not be read as a microscopic potential. As $R\to0$ at fixed $E_1$, the interior solution tends to $\sin qr$ with $q^2\simeq V_0$. Matching gives $qR\cot qR=RL_{\rm out}\to0$, hence $V_0R^2\to\pi^2/4$: the depth diverges while the ground energy stays fixed.

\section{Algorithm}

\begin{verbatim}
outward(E, V, R):
    start at r0 with u = r0 - r0^2, u' = 1 - 2 r0
    integrate to R with the well present; return u, u'

inward(E, R):
    nu = 1/sqrt(-E);  rmax = 2 nu^2 + 30 nu
    start with u = 1, u' = -sqrt(-E - 2/rmax)
    integrate to R without the well
    return (u, u') divided by its length

fit(E1, R):
    (a, a') = inward(E1, R)             # once
    solve u' a - u a' = 0 for V,
        (u, u') = outward(E1, V, R)
    require no interior node

level(n, V, R):
    solve u a' - u' a = 0 for nu in (n-1, n),
        E = -1/nu^2, both solutions at R
    check the node count
\end{verbatim}

The outward start follows from $u''\simeq-2$ near the origin. Its next term is $(2-E-V_0)r^3/6$, so $r_0$ must also satisfy $|E+V_0|r_0^2\ll1$. The inward start lies beyond the Coulomb turning point $r=2\nu^2$. Integrating inward makes the wanted solution grow, so contamination by the other solution loses weight. The Wronskian form of the mismatch avoids the poles of $u'/u$ at nodes.

For the fit, $V_0=(\pi/R)^2$ is a useful upper bracket when $R<2/|E_1|$: everywhere inside, $E_1+V_0+2/r>(\pi/R)^2$, and comparison with $\sin(\pi r/R)$ guarantees an interior node. The bracket overshoots the nodeless branch, slightly when $R\ll2/|E_1|$ but considerably for wider wells, which is why the node count is checked.

With $N_s$ integration steps and $N_i$ root iterations, a level costs $O(N_iN_s)$ operations and little storage. A dense six-valley diagonalization with $N$ radial functions per valley handles a matrix of size $6N$, about $6^3=216$ times the cubic cost of one channel.

\section{Why the excited levels follow}

Outside the well, choose the decaying solution
\begin{equation}
\bar u=\Gamma(1-\nu)W_{\nu,1/2}(z),\qquad z=2r/\nu ,
\end{equation}
where $W$ is the Whittaker function, $W_{\nu,1/2}(z)=e^{-z/2}z\,U(a,2,z)$ with $a=1-\nu$. The small-$z$ series of $U$ gives
\begin{equation}
\Gamma(a)zU(a,2,z)=1+(a-1)z[\ln z+\psi(a)+2\gamma-1]+O(z^2\ln z),
\end{equation}
where $\psi$ is the digamma function and $\gamma$ is Euler's constant. Here $(a-1)z=-2r$, while $e^{-z/2}=1-r/\nu+\cdots$. Collecting the terms linear in $r$,
\begin{align}
\bar u&=1-2r[\ln2r+2\gamma-1+G(\nu)]+O(r^2\ln r),\\
G(\nu)&=\psi(1-\nu)-\ln\nu+\frac1{2\nu},\\
\bar u'&=-2[\ln2r+2\gamma+G(\nu)]+O(r\ln r).
\end{align}
To the order shown, all the energy dependence near the origin sits in $G$. By Eq.~\eqref{eq:slope}, the interior logarithmic derivative changes with energy by an amount that vanishes as $R\to0$. The zero-range prediction is therefore
\begin{equation}
G(\nu_n)=G(\nu_1).
\label{eq:zero}
\end{equation}
The ground energy fixes the right side, and no parameter remains.

The reflection formula $\psi(1-\nu)=\psi(\nu)+\pi\cot\pi\nu$ separates a smooth part:
\begin{equation}
G=\pi\cot\pi\nu+s(\nu),\qquad
s=\psi(\nu)-\ln\nu+\frac1{2\nu}\simeq-\frac1{12\nu^2}.
\end{equation}
Since $\cot\pi\nu=-\cot\pi\delta$, this reads $\pi\cot\pi\delta=s-G$. For a ground level not far below $-1$, $s$ is small and varies little, so the defect is nearly constant: at $E_1=-1.5$ the zero-range defect goes from 0.184 in $1s$ to 0.181 in $2s$. For a deep level $|s(\nu_1)|$ grows, and at $E_1=-10$ the defect goes from 0.684 to 0.643. For small $\delta$,
\begin{equation}
-\frac1{(n-\delta)^2}=-\frac1{n^2}-\frac{2\delta}{n^3}-\frac{3\delta^2}{n^4}-\cdots .
\end{equation}
The $1/n^3$ rule keeps the first correction and replaces $2\delta$ by the whole $1s$ shift. It needs a core that is both weak and short. For a weak Gaussian core $e^{-(r/b)^2}$ with $E_1=-1.005$, the ratio of the $2s$ to the $1s$ shift is 0.124 at $b=0.1\,a^*$, close to $1/8$, but 0.096 at $b=1\,a^*$ and 0.24 at $b=4\,a^*$.

\section{Finite range}

For two energies, define $\bar{\mathcal W}=\bar u_a\bar u_b'-\bar u_b\bar u_a'$. Its derivative is $(E_a-E_b)\bar u_a\bar u_b$. The logarithms cancel at the origin, where $\bar{\mathcal W}\to-2(G_b-G_a)$. Thus
\begin{equation}
\bar{\mathcal W}(X)+2(G_b-G_a)=(E_a-E_b)\int_0^X\bar u_a\bar u_b\,dr .
\label{eq:wbar}
\end{equation}
Taking $X\to\infty$ and $E_b\to E_a$ gives $dG/dE=-\frac12\int_0^\infty\bar u^2dr<0$. Between successive integers $G$ runs from $+\infty$ to $-\infty$, so Eq.~\eqref{eq:zero} has one root in each interval $n-1<\nu<n$.

Now let $u_a,u_b$ be true eigenfunctions, scaled to equal $\bar u_a,\bar u_b$ at $R$. Their Wronskian obeys the same differential relation, because the energy-independent core potential cancels, but it vanishes at the origin:
\begin{equation}
\mathcal W(R)=(E_a-E_b)\int_0^R u_au_b\,dr .
\end{equation}
Values and slopes match at $R$, so $\mathcal W(R)=\bar{\mathcal W}(R)$. Setting $X=R$ in Eq.~\eqref{eq:wbar} and subtracting,
\begin{align}
G_b-G_a&=\tfrac12(E_a-E_b)\rho_{ab},\label{eq:range}\\
\rho_{ab}&=\int_0^R(\bar u_a\bar u_b-u_au_b)\,dr.
\end{align}
This holds for any local, energy-independent core correction confined within $R$. For a rapidly decaying tail, $R$ is moved to where the tail is negligible. As $E_b$ varies at fixed $\rho$, the right side of Eq.~\eqref{eq:range} has slope $-\rho/2$, while $G_b$ has slope $-\frac12\int_0^\infty\bar u_b^2dr$. If $\rho$ is smaller than this integral throughout $n-1<\nu<n$, there is only one root in the interval. For $2s$ the integral is never below $29\,a^*$, far above the values of $\rho$ met here. Two cores fitted to the same $1s$ energy, with $2s$ in this interval, then have the same $2s$ level if they have the same $\rho$; their detailed shapes matter through this length. With $a=1s$ and $b$ an excited level, a positive $\rho$ makes $G_b<G_a$. Since $G$ falls with energy, the excited level then lies above its zero-range position.

\section{Worked example}

The round parameters $m^*=0.3\,m_e$ and $\varepsilon=12$ give $\mathrm{Ry}^*=28.345$ meV and $a^*=2.117$ nm; they represent no particular material. The well radius is $0.1\,a^*$. An $A_1$ ground level at $-1.5\,\mathrm{Ry}^*$ requires $V_0=132.8\,\mathrm{Ry}^*$, or 3.77 eV. This depth is tied to the chosen radius: at $R=0.4\,a^*$ the same ground level requires only $5.97\,\mathrm{Ry}^*$.

The predicted $2s$ level is $-0.3017\,\mathrm{Ry}^*$, or $-8.55$ meV. Its core shift is
\[
-0.3017+0.2500=-0.0517\,\mathrm{Ry}^* .
\]
The $1/n^3$ rule gives $-0.5/8=-0.0625\,\mathrm{Ry}^*$, which is 21\% too large. The zero-range rule gives $-0.3022+0.2500=-0.0522\,\mathrm{Ry}^*$, within 1\%. A spectral-element diagonalization agrees with the shooting levels from $1s$ to $4s$ to better than $10^{-9}\,\mathrm{Ry}^*$.

The finite-range relation can be followed by hand. With $\rho=0.0812\,a^*$,
\[
G_{2s}-G_{1s}=\tfrac12(-1.5+0.3017)(0.0812)=-0.0487 .
\]
The smooth part changes by $-0.0245+0.1126=0.0881$. Hence $\pi\cot\pi\delta=s-G$ rises by $0.0881+0.0487=0.1368$. Its derivative with respect to $\delta$ is $-\pi^2/\sin^2\pi\delta$, so near $\delta_{1s}=0.1835$
\[
\Delta\delta\simeq-\frac{\sin^2(0.1835\pi)}{\pi^2}(0.1368)
=-0.0301\times0.1368=-0.0041 .
\]
The computed change is $0.1795-0.1835=-0.0040$. About two thirds of the drift is already present at zero range; the rest measures the size of the well.

Refitting at $R=0.05$, $0.2$ and $0.4\,a^*$ moves $2s$ to $-0.3020$, $-0.3010$ and $-0.2988\,\mathrm{Ry}^*$. At the largest radius the departure from zero range is $0.0034/0.0522$, or 6.5\% of the zero-range core shift.

With $1s$ targets of $-1.10$ for $T_2$ and $-1.05\,\mathrm{Ry}^*$ for $E$, separate fits put their $2s$ levels at $-7.43$ and $-7.26$ meV. The $A_1$--$T_2$ splitting falls from $0.4\times28.345=11.3$ meV in $1s$ to $8.55-7.43=1.1$ meV in $2s$. A full six-valley diagonalization reproduces the $1s$ and $2s$ levels of all three channels.

\section{Blind comparison with other cores}

Four synthetic donors were tuned to the same $A_1$ ground energy. Their core corrections are a Yukawa term proportional to $e^{-r/\lambda}/r$, or a Gaussian proportional to $e^{-(r/b)^2}$. The square well, with $R=0.1\,a^*$, received only the $1s$ energy. The error is the predicted minus the reference level, divided by the reference core shift.

\begin{center}
\begin{tabular}{lccc}
Core & $2s$ ($\mathrm{Ry}^*$) & $2s$ error & $3s$ error\\
Yukawa, $\lambda=0.05\,a^*$ & $-0.3016$ & $0.3\%$ & $0.3\%$\\
Gaussian, $b=0.1\,a^*$ & $-0.3014$ & $0.6\%$ & $0.7\%$\\
Gaussian, $b=1\,a^*$ & $-0.2867$ & $41\%$ & $44\%$\\
Gaussian, $b=4\,a^*$ & $-0.4173$ & $-69\%$ & $-50\%$
\end{tabular}
\end{center}

The compact cores are predicted well despite their different shapes. The prediction already fails at $b=1\,a^*$. Relative to total $2s$ binding that error would be only $(0.3017-0.2867)/0.2867=5\%$, because the Coulomb energy hides most of it.

Equation~\eqref{eq:range} converts the two reference levels into effective lengths; these are inferred from the levels, not computed independently. For $b=1\,a^*$, $\nu_{2s}=1/\sqrt{0.2867}=1.8676$ gives $G_{2s}\simeq-7.14$, against $G_{1s}=-4.94$. Therefore
\[
\rho=\frac{2(-7.14+4.94)}{-1.5+0.2867}\simeq3.6\,a^* .
\]
For $b=4\,a^*$, the same calculation gives $G_{2s}\simeq-0.51$ and $\rho\simeq-8\,a^*$. The first core leaves $2s$ above its zero-range position, the second pulls it below.

The change of sign limits what the test can establish. The $2s$ energy varies continuously with $b$ at fixed $1s$ energy, so some Gaussian between $b=1$ and $4\,a^*$ has zero $2s$ error. Agreement of $2s$ alone is thus compatible with a short core but does not prove one. The $3s$ error also changes sign, but not at the same length: in this Gaussian family the $2s$ error vanishes at $b\simeq2.16\,a^*$, where the $3s$ error is still about 6\%, and the $3s$ error vanishes at $b\simeq2.26\,a^*$.

\section{Failure modes and required accuracy}

A wrong interior branch can match $E_1$ with an extra node and leave a deeper state below it. A root window that stops short of $\nu=n$ misses levels with a very small defect. For a large well, finite range may move a root out of the zero-range interval. Node counts expose these faults. A target above $-1$ needs a repulsive core and a different depth bracket.

For a real donor, disagreement may come from an extended correction, mass anisotropy, $s$--$d$ mixing or an energy-dependent core. The Coulomb baseline must first be computed with the correct masses; otherwise its error is assigned to the well.

The input accuracy matters less than the accuracy of the excited level. At constant defect $dE_n/d\delta=-2/\nu_n^3$, so
\begin{equation}
\frac{dE_{2s}}{dE_{1s}}\simeq\left(\frac{\nu_1}{\nu_2}\right)^3
=\left(\frac{0.816}{1.821}\right)^3=0.09 .
\end{equation}
An error of 1 meV in the ground energy changes the predicted $2s$ by about 0.09 meV. The $b=1\,a^*$ core differs from the prediction by $0.0151\times28.345=0.43$ meV, so a comparison meant to detect it must resolve $2s$, including its baseline, to well below that value. The remaining levels and fitted couplings are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
mass = 0.3 m_e; dielectric constant = 12
Ry* = 28.345 meV; a* = 2.1167 nm
well radius = 0.10 a* = 0.2117 nm
A1: 1s = -1.500 Ry*, depth = 132.8393 Ry*
T2: 1s = -1.100 Ry*, depth = 58.9483 Ry*
E: 1s = -1.050 Ry*, depth = 35.1044 Ry*
A1 depth = 3.765 eV
edge log slope at 1s = 3.85340 1/a*
d(log slope)/d(depth) = -0.043305 1/(a* Ry*)
A1 1s: E = -1.500000 Ry* = -42.518 meV
  nu = 0.816497, defect = 0.183503
A1 2s: E = -0.301719 Ry* = -8.552 meV
  nu = 1.820533, defect = 0.179467
A1 3s: E = -0.125646 Ry* = -3.561 meV
  nu = 2.821147, defect = 0.178853
A1 4s: E = -0.068480 Ry* = -1.941 meV
  nu = 3.821348, defect = 0.178652
max shooting-diagonalization gap = 4.7e-10 Ry*
2s: zero range -0.302190, 1/n^3 rule -0.312500 Ry*
3s: zero range -0.125790, 1/n^3 rule -0.129630 Ry*
4s: zero range -0.068541, 1/n^3 rule -0.070312 Ry*
G(1s) = -4.944536, G(2s) = -4.993191
smooth part of G: 1s -0.112562, 2s -0.024470
rho: 1s-2s 0.081209, 1s-3s 0.081220 a*
R=0.05 a*: depth 650.1209, 2s -0.301995 Ry*
R=0.10 a*: depth 132.8393, 2s -0.301719 Ry*
R=0.20 a*: depth 27.0098, 2s -0.300964 Ry*
R=0.40 a*: depth 5.9698, 2s -0.298783 Ry*
d, g, f = 63.3155, 4.3672, 16.2892 Ry*
A1 2s = -0.301719 Ry* = -8.552 meV
T2 2s = -0.261982 Ry* = -7.426 meV
E 2s = -0.256113 Ry* = -7.260 meV
Reference core lengths are in a*; errors are relative to core shift
Yukawa 0.05: strength = 9.44026 (dimensionless)
  2s -0.301573, 3s -0.125601 Ry*
  prediction error: 2s 0.28%, 3s 0.31%
Gauss 0.1: strength = 129.87763 Ry*
  2s -0.301388, 3s -0.125545 Ry*
  prediction error: 2s 0.64%, 3s 0.70%
Gauss 1: strength = 1.50576 Ry*
  2s -0.286665, 3s -0.121202 Ry*
  prediction error: 2s 41.06%, 3s 44.04%
Gauss 4: strength = 0.58290 Ry*
  2s -0.417326, 3s -0.140442 Ry*
  prediction error: 2s -69.09%, 3s -50.45%
\end{verbatim}
